# Composition noise from randomly placed clusters in a metal-oxide resist: a program that tests the result

```python
# Result under test: independently placed clusters, on average N_mean in a cube,
# give a relative number noise 1/sqrt(N_mean), about 3 percent for N_mean = 1000.
# Symbols: edge = cube edge (nm), density = clusters per nm^3,
# fraction = cube volume / film volume, noise = standard deviation / mean.
# Also tested: finite film, atoms bound in clusters, site exclusion, photon noise.
import numpy as np
from scipy import constants
from scipy.stats import poisson, hypergeom

rng = np.random.default_rng(12345)
edge = 10.0
density = 1.0
N_mean = density * edge**3
noise = 1 / np.sqrt(N_mean)

# Place clusters in a 40 x 40 x 20 nm film and count them in 5 nm cells;
# blocks of eight cells form the 10 nm cubes.
film_shape = np.array([40.0, 40.0, 20.0])
film_volume = film_shape.prod()
K = int(density * film_volume)
cells = np.array([8, 8, 4])
small_counts, large_counts = [], []
for _ in range(1500):
    index = (rng.random((K, 3)) * cells).astype(int)
    flat = (index[:, 0] * 8 + index[:, 1]) * 4 + index[:, 2]
    counts = np.bincount(flat, minlength=256)
    small_counts.append(counts)
    blocks = counts.reshape(4, 2, 4, 2, 2, 2).sum(axis=(1, 3, 5))
    large_counts.append(blocks.ravel())
small_counts = np.concatenate(small_counts)
large_counts = np.concatenate(large_counts)


def noise_about(counts, mean):
    """Relative root-mean-square deviation from a known mean."""
    return np.sqrt(np.mean((counts - mean) ** 2)) / mean


fraction = edge**3 / film_volume
film_noise = np.sqrt((1 - fraction) / N_mean)
sim_noise = noise_about(large_counts, N_mean)
N_small = density * 5.0**3
noise_small = 1 / np.sqrt(N_small)
film_noise_small = noise_small * np.sqrt(1 - 5.0**3 / film_volume)
sim_small = noise_about(small_counts, N_small)
# Sampling errors of these standard deviations are below 0.5 percent.
assert abs(sim_noise / film_noise - 1) < 0.015
assert abs(sim_small / film_noise_small - 1) < 0.015

# A film of only two cubes: the fixed total strongly reduces the noise.
half_counts = np.array([np.count_nonzero(rng.random(2000) < 0.5)
                        for _ in range(20000)])
sim_half = noise_about(half_counts, 1000.0)
half_noise = np.sqrt(0.5 / 1000.0)
assert abs(sim_half / half_noise - 1) < 0.02

# Share of cubes within one Poisson standard deviation of the mean.
low = int(np.ceil(N_mean - np.sqrt(N_mean)))
high = int(np.floor(N_mean + np.sqrt(N_mean)))
share = poisson.cdf(high, N_mean) - poisson.cdf(low - 1, N_mean)
sim_share = np.mean((large_counts >= low) & (large_counts <= high))
# The finite film narrows the distribution by about 1.6 percent.
assert abs(share - sim_share) < 0.02

# Twelve metal atoms per cluster, at icosahedron corners of fixed orientation.
radius = 0.3
golden = (1 + np.sqrt(5)) / 2
corners = []
for s in (-1, 1):
    for t in (-golden, golden):
        corners += [(0, s, t), (s, t, 0), (t, 0, s)]
offsets = radius * np.array(corners) / np.sqrt(1 + golden**2)
m = len(offsets)


def atoms_inside(centres):
    """Number of atoms of each cluster that lie inside the cube."""
    total = np.zeros(len(centres), dtype=int)
    for offset in offsets:
        p = np.abs(centres + offset) < edge / 2
        total += p[:, 0] & p[:, 1] & p[:, 2]
    return total


separations = np.abs(offsets[:, None, :] - offsets[None, :, :])
atom_variance = density * np.prod(edge - separations, axis=2).sum()
atom_mean = m * N_mean
atom_noise = np.sqrt(atom_variance) / atom_mean
naive_atom_noise = 1 / np.sqrt(atom_mean)
padded = edge + 2 * radius
points = (rng.random((1000000, 3)) - 0.5) * padded
direct = density * padded**3 * np.mean(atoms_inside(points) ** 2.0)
# Sampling error of the integral is about 0.05 percent.
assert abs(direct / atom_variance - 1) < 0.003
atom_counts = []
for _ in range(4000):
    number = rng.poisson(density * padded**3)
    centres = (rng.random((number, 3)) - 0.5) * padded
    atom_counts.append(atoms_inside(centres).sum())
sim_atom = noise_about(np.array(atom_counts), atom_mean)
# Sampling error is about 1.1 percent.
assert abs(sim_atom / atom_noise - 1) < 0.045
assert sim_atom > 3 * naive_atom_noise

# Exclusion model: at most one cluster per cell, all fillings equally likely.
cell_volume = 0.5
filling = density * cell_volume
sites_cube = round(edge**3 / cell_volume)
sites_film = round(film_volume / cell_volume)
exclusion_noise = np.sqrt((1 - filling) / N_mean)
n = np.arange(sites_cube + 1)
weights = hypergeom.pmf(n, sites_film, K, sites_cube)
mean_n = np.sum(n * weights)
exact_variance = np.sum((n - mean_n) ** 2 * weights)
finite_factor = (1 - fraction) * sites_film / (sites_film - 1)
predicted = N_mean**2 * exclusion_noise**2 * finite_factor
assert abs(mean_n / N_mean - 1) < 1e-6
assert abs(exact_variance / predicted - 1) < 1e-6

# Photon absorption: Poisson with mean proportional to the cluster number.
dose = 30.0          # mJ/cm^2
wavelength = 13.5    # nm
cross_section = 0.02  # nm^2 per cluster
photon_energy = constants.h * constants.c / (wavelength * 1e-9)
fluence = dose * 10.0 / photon_energy * 1e-18
per_cluster = fluence * cross_section
A_mean = per_cluster * N_mean
shot_noise = 1 / np.sqrt(A_mean)
total_noise = np.sqrt(shot_noise**2 + noise**2)
N_values = np.arange(700, 1301)
A_values = np.arange(0, 1001)
P_N = poisson.pmf(N_values, N_mean)
P_A = P_N @ poisson.pmf(A_values[None, :], per_cluster * N_values[:, None])
A_sum = np.sum(A_values * P_A)
A_var = np.sum((A_values - A_sum) ** 2 * P_A)
assert abs(A_sum / A_mean - 1) < 1e-6
assert abs(np.sqrt(A_var) / A_sum / total_noise - 1) < 1e-6

print(f"Cube edge: {edge:.1f} nm")
print(f"Cluster density: {density:.1f} per nm^3")
print(f"Mean cluster number: {N_mean:.0f}")
print(f"Standard deviation, large film: {np.sqrt(N_mean):.2f} clusters")
print(f"Composition noise, large film: {100*noise:.2f} percent")
print("Simulated film: 40 x 40 x 20 nm,", K, "clusters")
print(f"Cube fraction of simulated film: {fraction:.5f}")
print(f"Noise in this film, formula: {100*film_noise:.2f} percent")
print(f"Noise in this film, simulation: {100*sim_noise:.2f} percent")
print(f"Two-cube film, formula: {100*half_noise:.2f} percent")
print(f"Two-cube film, simulation: {100*sim_half:.2f} percent")
print(f"One-deviation range of counts: {low} to {high}")
print(f"Share of cubes in range, Poisson: {100*share:.1f} percent")
print(f"Share in range, simulated film: {100*sim_share:.1f} percent")
print(f"5 nm cube, mean number: {N_small:.0f}")
print(f"5 nm cube, noise, large film: {100*noise_small:.2f} percent")
print(f"5 nm cube, finite-film formula: {100*film_noise_small:.2f} percent")
print(f"5 nm cube, simulation: {100*sim_small:.2f} percent")
N_big = density * 20.0**3
print(f"20 nm cube, mean number: {N_big:.0f}")
print(f"20 nm cube, noise, large film: {100/np.sqrt(N_big):.2f} percent")
print(f"Metal atoms per cluster: {m}")
print(f"Cluster radius: {radius:.1f} nm")
print(f"Mean metal atoms in cube: {atom_mean:.0f}")
print(f"Wrong independent-atom noise: {100*naive_atom_noise:.2f} percent")
print(f"Metal noise, cut clusters, formula: {100*atom_noise:.2f} percent")
print(f"Metal noise, simulation: {100*sim_atom:.2f} percent")
print(f"Exclusion cell volume: {cell_volume:.1f} nm^3")
print(f"Cells in cube: {sites_cube}")
print(f"Filled fraction of cells: {filling:.2f}")
print(f"Noise with exclusion, large film: {100*exclusion_noise:.2f} percent")
print(f"Dose: {dose:.0f} mJ/cm^2")
print(f"Wavelength: {wavelength:.1f} nm")
print(f"Photon energy: {photon_energy/constants.e:.2f} eV")
print(f"Photon fluence: {fluence:.2f} per nm^2")
print(f"Cross-section per cluster: {cross_section:.2f} nm^2")
print(f"Optical depth of cube: {density*cross_section*edge:.2f}")
print(f"Mean absorbed photons per cluster: {per_cluster:.3f}")
print(f"Mean absorbed photons in cube: {A_mean:.1f}")
print(f"Photon noise alone: {100*shot_noise:.2f} percent")
print(f"Photon and composition noise: {100*total_noise:.2f} percent")
print("success")
```

Output:

```
Cube edge: 10.0 nm
Cluster density: 1.0 per nm^3
Mean cluster number: 1000
Standard deviation, large film: 31.62 clusters
Composition noise, large film: 3.16 percent
Simulated film: 40 x 40 x 20 nm, 32000 clusters
Cube fraction of simulated film: 0.03125
Noise in this film, formula: 3.11 percent
Noise in this film, simulation: 3.12 percent
Two-cube film, formula: 2.24 percent
Two-cube film, simulation: 2.24 percent
One-deviation range of counts: 969 to 1031
Share of cubes in range, Poisson: 68.1 percent
Share in range, simulated film: 68.8 percent
5 nm cube, mean number: 125
5 nm cube, noise, large film: 8.94 percent
5 nm cube, finite-film formula: 8.93 percent
5 nm cube, simulation: 8.94 percent
20 nm cube, mean number: 8000
20 nm cube, noise, large film: 1.12 percent
Metal atoms per cluster: 12
Cluster radius: 0.3 nm
Mean metal atoms in cube: 12000
Wrong independent-atom noise: 0.91 percent
Metal noise, cut clusters, formula: 3.07 percent
Metal noise, simulation: 3.06 percent
Exclusion cell volume: 0.5 nm^3
Cells in cube: 2000
Filled fraction of cells: 0.50
Noise with exclusion, large film: 2.24 percent
Dose: 30 mJ/cm^2
Wavelength: 13.5 nm
Photon energy: 91.84 eV
Photon fluence: 20.39 per nm^2
Cross-section per cluster: 0.02 nm^2
Optical depth of cube: 0.20
Mean absorbed photons per cluster: 0.408
Mean absorbed photons in cube: 407.8
Photon noise alone: 4.95 percent
Photon and composition noise: 5.88 percent
success
```
